\section*{Oxide Lifetime from Anode-Hole Injection: A Guided Derivation}

\section*{The setting}

A silicon dioxide film of thickness $d$ separates two silicon electrodes. A constant voltage maintains a uniform oxide field of magnitude $E$. Electrons tunnel from the cathode into the oxide conduction band and reach the anode with excess energy. Some of them create energetic (hot) holes there, and some of these holes tunnel back into the oxide. The anode-hole-injection model postulates that the oxide breaks down when the injected hole charge per unit area reaches a critical value $Q_p$ that does not depend on the field.

The charge $q$ is positive. The cathode is treated as a metal at zero temperature with free-electron mass $m_0$. The electron barrier $\phi$ is an energy measured from the cathode Fermi level to the oxide conduction band, and $m$ is the electron mass in the oxide. The image force and trapped charge are left out until part (g). Tunnelling is taken to depend on the electron's energy of motion normal to the interface alone.

\section*{(a) The tunnelling exponent}

\textit{Find the WKB transmission for an electron whose normal energy lies $\varepsilon$ below the Fermi level. When is the barrier triangular?}

At distance $x$ from the cathode the conduction band lies $\phi+\varepsilon-qEx$ above the electron's energy. This vanishes at $x_t=(\phi+\varepsilon)/(qE)$. If $x_t<d$, the electron leaves the barrier inside the oxide and the barrier is a triangle. For electrons at the Fermi level this requires $qEd>\phi$: the oxide voltage must exceed $\phi/q$.

The transmission is $T=e^{-S}$, where $S$ is twice the integral of the decay constant. With $u=\phi+\varepsilon-qEx$ and $dx=-du/(qE)$,
\begin{align}
S(\varepsilon)&=\frac{2}{\hbar}\int_0^{x_t}\sqrt{2m(\phi+\varepsilon-qEx)}\,dx
=\frac{2\sqrt{2m}}{\hbar qE}\int_0^{\phi+\varepsilon}\sqrt{u}\,du\nonumber\\
&=\frac{4\sqrt{2m}}{3\hbar qE}(\phi+\varepsilon)^{3/2}.
\end{align}
The minus sign in $dx$ has been used to exchange the limits. At the Fermi level
\begin{equation}
S(0)=\frac{B}{E},\qquad B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar q}.
\end{equation}
The reciprocal field appears because the tunnelling distance is proportional to $1/E$, while the average of the decay constant over that distance does not depend on $E$.

\section*{(b) The electron current}

\textit{Sum over the occupied cathode states and obtain the current density, with its prefactor and its first correction.}

There are $2/(2\pi)^3$ states per unit volume of $k$-space, including spin. An electron moving toward the oxide carries the normal velocity $v_x$, and $v_x\,dk_x=dE_x/\hbar$. At normal energy $\varepsilon$ below the Fermi level, the occupied transverse states satisfy $\hbar^2k_\perp^2/(2m_0)<\varepsilon$. They fill a disk of area $2\pi m_0\varepsilon/\hbar^2$. Hence
\begin{equation}
J=\frac{2q}{(2\pi)^3}\,\frac1\hbar\int_0^\infty\frac{2\pi m_0\varepsilon}{\hbar^2}\,e^{-S(\varepsilon)}d\varepsilon
=\frac{qm_0}{2\pi^2\hbar^3}\int_0^\infty\varepsilon\, e^{-S(\varepsilon)}d\varepsilon .
\end{equation}
The upper limit may be infinite if the electron sea is much deeper than the range of $\varepsilon$ that contributes.

That range is small compared with $\phi$ when $B/E\gg1$, so we expand
\begin{equation}
S(\varepsilon)=\frac BE\left(1+\frac{3\varepsilon}{2\phi}+\frac{3\varepsilon^2}{8\phi^2}+\cdots\right)
=\frac BE+c\varepsilon+\frac{3B\varepsilon^2}{8E\phi^2}+\cdots,\qquad c=\frac{3B}{2E\phi}.
\end{equation}
Keeping the linear term and using $\int_0^\infty\varepsilon e^{-c\varepsilon}d\varepsilon=1/c^2$ gives
\begin{equation}
J=\frac{qm_0}{2\pi^2\hbar^3}\,\frac{4\phi^2E^2}{9B^2}\,e^{-B/E}.
\end{equation}
From part (a), $B^2=32m\phi^3/(9\hbar^2q^2)$, so $4\phi^2/(9B^2)=\hbar^2q^2/(8m\phi)$. The result is the Fowler-Nordheim current,
\begin{equation}
J=AE^2e^{-B/E},\qquad A=\frac{q^3m_0}{16\pi^2\hbar m\phi}.
\end{equation}

The quadratic term in $S$ lowers the current. To first order its relative effect is $-3B\langle\varepsilon^2\rangle/(8E\phi^2)$, averaged with weight $\varepsilon e^{-c\varepsilon}$. This average is $\langle\varepsilon^2\rangle=6/c^2=8E^2\phi^2/(3B^2)$, and therefore
\begin{equation}
\frac{\delta J}{J}=-\frac{3B}{8E\phi^2}\,\frac{8E^2\phi^2}{3B^2}=-\frac EB .
\end{equation}

\section*{(c) Hole yield and time to breakdown}

\textit{Let a hot hole at the anode face an effective barrier $\phi_h$, with hole mass $m_h$ in the oxide. Find the yield and then the lifetime.}

For a hole, the barrier falls linearly from the anode toward the cathode. The integral is that of part (a) with $\phi_h$ and $m_h$ in place of $\phi+\varepsilon$ and $m$. The number of injected holes per arriving electron is then
\begin{equation}
\alpha=\alpha_0e^{-H/E},\qquad H=\frac{4\sqrt{2m_h}\,\phi_h^{3/2}}{3\hbar q}.
\end{equation}
The factor $\alpha_0$ contains the chance that an electron creates a suitable hot hole. Taking $\alpha_0$ and $\phi_h$ as constants is an assumption about the energy of the carriers at the anode; tunnelling theory does not supply it.

The injected hole current density is $\alpha J$. At constant field, with no build-up of charge that alters $J$, it is steady. The critical-charge condition becomes $Q_p=\alpha Jt$, so
\begin{equation}
t=\frac{Q_p}{\alpha J}=\frac{Q_p}{A\alpha_0E^2}\,e^{G/E},\qquad G=B+H. \label{full}
\end{equation}
The exponents add because breakdown needs two tunnelling events in succession: an electron must enter the oxide, and a hole must return. The electron charge passed before breakdown is $Jt=Q_p/\alpha$. In this model it rises as the field falls, although the hole charge stays fixed.

\section*{(d) Removing the algebraic prefactor}

\textit{Reduce the lifetime to a single exponential. What error does this make, and what slope would a plot against $1/E$ show?}

Replace $E^2$ in the prefactor of (\ref{full}) by its value at a chosen stress field $E_s$:
\begin{equation}
t_{\rm r}=\tau_0e^{G/E},\qquad \tau_0=\frac{Q_p}{A\alpha_0E_s^2}. \label{law}
\end{equation}
This is the reciprocal-field law. Dividing (\ref{full}) by (\ref{law}) gives the error of the approximation,
\begin{equation}
\frac{t}{t_{\rm r}}=\left(\frac{E_s}{E}\right)^2 .
\end{equation}
The two agree at $E_s$. Below $E_s$ the reciprocal law gives the shorter lifetime.

With $y=1/E$, equation (\ref{full}) reads $\ln t=Gy+2\ln y+\text{constant}$, so
\begin{equation}
\frac{d\ln t}{dy}=G+\frac2y=G+2E. \label{slope}
\end{equation}
The prefactor is a small correction to the slope when $2E\ll G$. Formally, $2\ln y$ becomes negligible beside $Gy$ as $E\to0$. That limit lies outside the model at fixed thickness, because the barrier ceases to be triangular once $qEd<\phi$. At the other end, when $E$ is no longer small compared with $B$, the expansion in part (b) fails.

\section*{(e) A 10 nm gate oxide}

\textit{Use the rough parameters $\phi=3.1$ eV, $m=m_h=0.42\,m_0$, $\phi_h=1.5$ eV, $\alpha_0=1$ and $Q_p=0.1$ C/cm$^2$. Compare a stress field of 11 MV/cm with an operating field of 7 MV/cm, and find the field for a ten-year life.}

The oxide voltages are 11 V and 7 V, both above 3.1 V, so the barrier is triangular. Part (a) gives $B=241.6$ MV/cm. Since the masses are equal,
\begin{equation}
H=B\left(\frac{1.5}{3.1}\right)^{3/2}=81.3\ \text{MV/cm},\qquad G=323.0\ \text{MV/cm}.
\end{equation}
The current prefactor is $A=1.184\times10^{-6}$ A/V$^2$. With the field in V/cm,
\begin{equation}
\tau_0=\frac{0.1}{(1.184\times10^{-6})(1.1\times10^7)^2}\ \text{s}=6.98\times10^{-10}\ \text{s}.
\end{equation}

At stress, $J=0.0413$ A/cm$^2$ and $\alpha=6.15\times10^{-4}$. Thus $t=0.1/(0.0413\times6.15\times10^{-4})$ s, about $3.9\times10^3$ s or 1.1 h. The electron charge to breakdown is 163 C/cm$^2$.

At 7 MV/cm the exponent $G/E$ has risen from 29.4 to 46.1. The reciprocal law gives $7.6\times10^{10}$ s, or about 2400 years. The factor $(11/7)^2=2.47$ raises this to $1.9\times10^{11}$ s, or about 5900 years. Most of the change comes from the exponential, which contributes a factor of $1.9\times10^7$.

For a lifetime of ten years, $t_{10}=3.16\times10^8$ s, the reciprocal law can be inverted:
\begin{equation}
E_{10}=\frac{G}{\ln(t_{10}/\tau_0)}=7.94\ \text{MV/cm}.
\end{equation}
Solving (\ref{full}) numerically for the same time gives 8.07 MV/cm. A factor of about two in lifetime moves the permitted field by less than 2\%, because the lifetime is so steep in the field.

Numerical integration of the current without linearizing $S$ gives 0.0396 A/cm$^2$ at stress, 4\% below the closed form. The estimate $-E/B$ is $-4.6\%$; higher orders account for the difference. The WKB factor can also be compared with the transmission through the same triangle found from Airy functions. The wave function and its slope divided by the mass are matched at the cathode, and reflection at the anode is left out. For an electron with 0.2 eV of normal kinetic energy in the cathode, the Airy result is 0.653 times the WKB value at stress and 0.648 times at 7 MV/cm. The factor depends on that energy: at stress it is 0.33 for 0.05 eV and 1.76 for 2.5 eV. Averaged over the current from an electron sea 0.2 eV deep, it is 0.42 at stress and 0.46 at 7 MV/cm. The omitted factor thus mainly rescales the lifetime; it changes the ratio of the two lifetimes by about 9\%, which is small beside the exponential.

\section*{(f) Extrapolating from a narrow stress range}

\textit{Suppose $G$ is read from lifetimes near the stress field. What happens on extrapolation? Compare also with a law exponential in $E$ that has the same value and slope at stress.}

By (\ref{slope}), the apparent constant at 11 MV/cm is $G+2E_s=345$ MV/cm, not 323 MV/cm. A line through lifetimes at 10.5 and 11.5 MV/cm, computed with the numerically integrated current, has slope 344.5 MV/cm.

Extending the tangent from $E_s$ to $E$ replaces $2\ln r$ by $2(r-1)$ in the exponent, where $r=E_s/E$. The tangent therefore overestimates the model's lifetime by
\begin{equation}
\exp[2(r-1-\ln r)]\ge1,
\end{equation}
since $\ln r\le r-1$. For $r=11/7$ this is 1.27; the two-point line gives 1.26. Fitting thus overcompensates for the missing prefactor: instead of a lifetime too short by a factor of 2.47, it gives one too long by a factor of about 1.3. The price is a constant that is not $B+H$.

A linear-field law has the form $t_{\rm lin}=t(E_s)\exp[\gamma(E_s-E)]$. Matching the slope of (\ref{full}) at $E_s$ requires
\begin{equation}
\gamma=-\left.\frac{d\ln t}{dE}\right|_{E_s}=\frac{G}{E_s^2}+\frac{2}{E_s}=2.85\ \text{cm/MV}.
\end{equation}
The main difference between the two exponents at lower field is
\begin{equation}
G\left(\frac1E-\frac1{E_s}\right)-\frac{G(E_s-E)}{E_s^2}
=\frac{G(E_s-E)}{E_s}\left(\frac1E-\frac1{E_s}\right)
=\frac{G(E_s-E)^2}{E\,E_s^2}.
\end{equation}
It is quadratic in the distance from the stress field, so data close to $E_s$ distinguish the laws poorly. At 7 MV/cm it equals 6.1. The prefactor adds $2\ln(E_s/E)-2(E_s-E)/E_s=0.18$, and the total corresponds to a factor of about 530. The linear-field law predicts 11 years where the full model predicts 5900. This choice matters far more than the algebraic prefactor.

\section*{(g) Where the assumptions give way}

\textit{Estimate the neglected effects for this oxide, and decide whether the law may be used for a 1 nm oxide interlayer under a high-$k$ film.}

The factors below multiply the current when one effect is added to the zero-temperature model. At unchanged hole yield, each divides the lifetime.
\begin{center}
\begin{tabular}{lcc}
Effect & 11 MV/cm & 7 MV/cm\\ \hline
Electron supply at 300 K & 1.14 & 1.40\\
Electron supply at 398 K & 1.27 & 1.86\\
Electron sea 0.2 eV deep & 0.65 & 0.86\\
Image force & 12 & 14\\
Trapped holes & 1.8 & 2.5
\end{tabular}
\end{center}
The first three rows come from numerical integration over the electron energies, with a thermal occupation or a finite band depth. The last two are estimated from the change in transmission at the Fermi level, found by numerical integration of the action; the small change in the energy spread of the current is left out. The image-force row is only a rough estimate: the image potential varies steeply within about 0.1 nm of the cathode, where WKB is unreliable and the result depends on how the potential is joined to the cathode.

The table keeps the assumption that only the normal energy matters. If transverse momentum is conserved instead, the different masses change the barrier. Let $w$ be the electron's total energy below the Fermi level and $E_\perp$ its transverse energy in the cathode. Then $\phi+\varepsilon=\phi+w+E_\perp$ in $S$ is replaced by $\phi+w+(m_0/m)E_\perp$. For a deep electron sea, integration over $E_\perp$ multiplies the current by $m/m_0=0.42$ at both fields. This cancels the mass ratio in $A$ and leaves the exponent $B/E$ unchanged. For a sea only 0.2 eV deep the factor is 0.53 at 11 MV/cm and 0.46 at 7 MV/cm. The direction-dependent masses and the valleys of silicon are not included in either case.

The image force lowers the barrier by $a/x$, with $a=q^2/(16\pi\epsilon_0\epsilon_r)$; here $\epsilon_r=2.1$ and the cathode is treated as a metal. Away from the interface, the first-order reduction of $S$ is
\begin{equation}
\frac{\sqrt{2m}}{\hbar}\int_{x_c}^{x_t}\frac{a\,dx}{x\sqrt{\phi-qEx}}
\simeq\frac{a}{\hbar}\sqrt{\frac{2m}{\phi}}\,\ln\frac{4x_t}{x_c},
\end{equation}
where the cutoff $x_c\sim a/\phi$ marks where the lowering is comparable to the barrier. The cutoff is known only in order of magnitude, so this formula gives the field dependence but not the size: with $x_c=a/\phi$ it yields factors of 5.6 and 6.5, about half the tabulated values. The field enters through $x_t$, inside the logarithm, whose coefficient is 0.323 here. Between the two fields this WKB estimate of the reduction therefore changes by only $0.323\ln(11/7)=0.146$, and the factor by about 16\%. If the cathode is instead treated as a dielectric of permittivity 11.7, $a$ is multiplied by $(11.7-2.1)/(11.7+2.1)=0.70$ and the WKB factors fall to about 6 and 7.

The trapped charge is a positive sheet of $10^{12}$ elementary charges per cm$^2$, 2 nm from the cathode, with the oxide voltage held fixed and a static permittivity of 3.9. It raises the field between itself and the cathode. If such charge accumulates during stress, the current is no longer steady and $Q_p=\alpha Jt$ must be replaced by a time integral.

The constant hole barrier is a more delicate assumption. Suppose hot electrons lose energy over a length $\lambda$, so that their mean energy is about $qE\lambda$. For a rough $\lambda=1$ nm, this energy falls by 0.4 eV between 11 and 7 MV/cm. If the hole energy follows it one for one, $\phi_h$ rises from 1.5 to 1.9 eV and $H$ from 81.3 to 115.9 MV/cm. The lifetime at 7 MV/cm then grows by $\exp[(115.9-81.3)/7]\approx140$. The factor depends strongly on $\lambda$: with $\lambda=0.5$ nm it is only about 11. A barrier that varies with the field also changes the slope of $\ln t$ against $1/E$ at stress, from 345 MV/cm to 434 MV/cm for $\lambda=1$ nm and to 390 MV/cm for $\lambda=0.5$ nm. This is an estimate of sensitivity, not a prediction.

For the 1 nm interlayer at 11 MV/cm, the voltage drop is $V=1.1$ V, less than $\phi/q$. An electron injected from the silicon leaves the interlayer while still below the oxide conduction band. The integral of part (a) now stops at $u=\phi-qV$:
\begin{equation}
S=\frac BE\left[1-\left(1-\frac{qV}{\phi}\right)^{3/2}\right]=10.6,
\end{equation}
instead of $B/E=22.0$. In the WKB estimate, the interlayer transmission is about $9\times10^4$ times the triangular value; the matching to the high-$k$ film is left out. The electron also enters the high-$k$ film, not a silicon anode, so the assumed hole yield has no basis. The reciprocal-field law derived here should not be applied to that layer.

For real thermal oxides of about 10 nm, the barrier and mass used here are typical, and $G$ is of the usual size, roughly 300 to 350 MV/cm. That agreement rests on the chosen constant $\phi_h$ and is not a test of the model. The choice $\alpha_0=1$ is a round value, and the resulting 163 C/cm$^2$ is high beside the tens of C/cm$^2$ that are roughly typical under strong stress. A continuous field of 7 MV/cm is also harder than usual operation. Real devices break the assumption that hole injection is the sole damage process: if damage at low field instead follows the linear-field law of part (f), the 5900 years fall to 11. Weak spots, device area, and the temperature dependence of the barriers and of $Q_p$ are not included. The ten-year field of about 8 MV/cm is therefore a result for this uniform model oxide, not a design limit.
